**Ramsey's theory of indirect spin-spin coupling**

Two nuclear magnetic moments M_K and M_L separated by a vector R interact through space with the energy α²[R² M_K·M_L − 3(M_K·R)(M_L·R)]/R⁵ in atomic units. The tensor R²δ_ab − 3R_aR_b is traceless, and a Cartesian tensor K_ab averaged over all orientations becomes δ_ab tr K/3. If this were the only coupling, a molecule that reorients rapidly would show no spin-spin splitting. Yet the proton line of HD is split by the deuteron, with a spacing of roughly 43 Hz, so the electrons must carry a coupling with nonzero trace. Keeping only the contact interaction of electron and nuclear spins repairs the trace but gives an isotropic tensor, whereas the coupling computed below for HD differs by about 30 Hz between the directions along and across the bond. The full set of mechanisms has to come from the electronic Hamiltonian in the field of both dipoles.

**Model and definition**

We use atomic units with μ0/4π = α², α the fine-structure constant, and sum over repeated Cartesian indices. The nuclei are fixed. With r_K = r − R_K, the vector potential is

A = A_K + A_L,  A_K = α² M_K × r_K / r_K³   (1)

and the electrons, of charge −1, obey the Pauli Hamiltonian

H = Σ_i ½[σ_i·π_i]² + V,  π = p + A   (2)

where V holds the Coulomb interactions. Mass-velocity, Darwin and spin-orbit terms are left out, so the Hamiltonian H0 at zero moments is real and spin-free. Its ground state |0⟩ is assumed to be a nondegenerate singlet. The moments are classical parameters, and the reduced coupling tensor is the mixed derivative of the electronic energy,

K_ab = ∂²E/∂M_Ka ∂M_Lb at M_K = M_L = 0,  K ≠ L   (3)

The through-space term is not electronic and is not part of (3). To reach the observable, put M = γħI in SI units and equate γ_Kγ_L ħ² I_Ka K_ab I_Lb with h I_Ka J_ab I_Lb. Division by h = 2πħ gives

J_ab = ħ γ_K γ_L K_ab / 2π   (4)

Fast isotropic reorientation leaves J = tr J/3.

**Separating spin from orbital motion**

Insert σ_aσ_b = δ_ab + iε_abc σ_c. Since ε_abc is antisymmetric in a and b, only the commutator of the π components survives in the second term:

(σ·π)² = π² + iε_abc σ_c π_aπ_b = π² + (i/2) ε_abc σ_c [π_a, π_b]   (5)

The commutator is [p_a, A_b] + [A_a, p_b] = −i(∂_aA_b − ∂_bA_a). The factor (i/2)(−i) is ½, and the two terms contribute equally after a and b are relabelled, so the second term of (5) is σ_c ε_abc ∂_aA_b = σ·B with B = ∇×A. With s = σ/2,

½(σ·π)² = ½p² + ½(p·A + A·p) + ½A² + s·B   (6)

The spin term has a plus sign because the electron moment, −s in these units for g = 2, is opposite to its spin.

For any radial function f, ∇·(f M×r) = (f′/r) r·(M×r) + f ε_abc M_b δ_ac = 0, because both terms vanish separately. Hence ∇·A = 0, p·A = A·p − i∇·A = A·p, and (6) sorts by powers of the moments:

H = H0 + Σ_i [A_K·p + s·B_K] + Σ_i [A_L·p + s·B_L] + Σ_i [A_K·A_L + ½A_K² + ½A_L²]   (7)

The term A_K² behaves as r_K⁻⁴ and is not integrable, so for point dipoles its expectation value diverges. The second-order spin terms in the same moment diverge too, with the opposite sign, so the terms quadratic in one moment cannot be evaluated one by one. We therefore smear each dipole over a length η, take the derivative (3), and let η → 0 afterwards. The terms ½A_K² and ½A_L² contain only one of the moments, and at second order they drop out of (3) for every η.

**The two orbital operators**

The cyclic property of the triple product gives A_K·p = α²(M_K×r_K)·p/r_K³ = α² M_K·(r_K×p)/r_K³. This defines the paramagnetic spin-orbit (PSO) operator,

h^PSO_Ka = α² Σ_i (r_iK × p_i)_a / r_iK³   (8)

It is Hermitian because the angular momentum about K commutes with r_K⁻³, purely imaginary because p = −i∇, and free of electron spin. The "spin" in its name is that of the nucleus.

The identity (a×b)·(c×d) = (a·c)(b·d) − (a·d)(b·c) applied to A_K·A_L gives (M_K·M_L)(r_K·r_L) − (M_K·r_L)(r_K·M_L) in the numerator. The coefficient of M_Ka M_Lb is the diamagnetic spin-orbit (DSO) operator,

h^DSO_ab = α⁴ Σ_i [δ_ab r_iK·r_iL − (r_iL)_a (r_iK)_b] / (r_iK³ r_iL³)   (9)

The index a of M_K sits on r_L, not on r_K. The order does not affect the trace but fixes the sign of the antisymmetric part. The singularities are r⁻² at each nucleus separately, which is integrable.

**The two spin operators**

The curl of (1) must be taken with care at r = 0. Set A = α² f M×r with f = (r² + η²)^(−3/2). Then ∇×(f M×r) = f ∇×(M×r) + ∇f×(M×r). Here ∇×(M×r) = M(∇·r) − (M·∇)r = 2M, ∇f = (f′/r) r with f′/r = −3(r² + η²)^(−5/2), and r×(M×r) = r²M − r(r·M). Collecting 2(r² + η²)M − 3r²M + 3r(r·M) over the common denominator,

B = α² [3r(r·M) − r²M]/(r² + η²)^(5/2) + α² M · 2η²/(r² + η²)^(5/2)   (10)

The scalar factor in the last term has the form η⁻³g(r/η) with g positive, so it tends to a delta function times its integral. Differentiation shows that r³/[3η²(r² + η²)^(3/2)] is an antiderivative of r²(r² + η²)^(−5/2), so

∫ 2η²(r² + η²)^(−5/2) 4πr² dr = 8πη² · 1/(3η²) = 8π/3   (11)

For the first term of (10), integrate against an orbital product ρ(r) = ρ(0) + [ρ(r) − ρ(0)] in a ball about the nucleus. The constant part gives zero for every η, since the angular average of r_ar_c is r²δ_ac/3. The remainder is O(r), which holds for functions with a cusp as well, so its integrand is bounded by a multiple of r⁻² and the limit η → 0 exists. It equals the principal value (PV) obtained by excluding a small sphere. Writing s·B_K = M_Ka(h^FC_Ka + h^SD_Ka), the Fermi contact (FC) and spin-dipole (SD) operators are

h^FC_Ka = (8π/3) α² Σ_i δ(r_iK) s_ia   (12)

h^SD_Ka = α² Σ_i t^K_ac(i) s_ic,  t^K_ac = PV (3 r_Ka r_Kc − r_K² δ_ac)/r_K⁵   (13)

The kernel t is symmetric and traceless. The isotropic weight 8π/3 does not depend on the shape of the excluded region, because t is traceless at every r ≠ 0. A nonspherical hole, such as a spheroid, can however change the principal value in (13) by a traceless constant tensor times δ(r_K), which the contact term would then have to compensate. The spherical hole leaves (12) isotropic. A second form follows from A = −α² M×∇(1/r), whose curl is α²[−M∇²(1/r) + (M·∇)∇(1/r)] = α²[4πδ(r)M + (M·∇)∇(1/r)]. Comparison with (12) and (13), using 8π/3 − 4π = −4π/3, gives

∂_a∂_c(1/r) = t_ac − (4π/3) δ_ac δ(r)   (14)

so t is the traceless part of a distribution whose matrix elements become ordinary 1/r integrals after two integrations by parts.

**Second-order energy**

Let h_Ka = h^PSO_Ka + h^FC_Ka + h^SD_Ka, H1 = M_Ka h_Ka + M_Lb h_Lb, and let H2 be the last bracket of (7). The first-order equation is (H0 − E0)|1⟩ = −(H1 − E1)|0⟩. Projection on ⟨n| for n ≠ 0, with ⟨0|1⟩ = 0, gives |1⟩ = −R H1|0⟩, where

R = Σ_{n≠0} |n⟩⟨n|/(E_n − E0)   (15)

runs over all other eigenstates of H0, the continuum included. Projection of the second-order equation on ⟨0| gives E2 = ⟨0|H2|0⟩ + ⟨0|H1|1⟩ = ⟨0|H2|0⟩ − ⟨0|H1 R H1|0⟩. The part of H1 R H1 that is linear in each moment contains h_Ka R h_Lb and h_Lb R h_Ka, whose expectation values are complex conjugates. By (3),

K_ab = ⟨0|h^DSO_ab|0⟩ − 2 Re ⟨0|h_Ka R h_Lb|0⟩   (16)

The first-order energy is zero. For PSO, |0⟩ can be chosen real because H0 is real and the level nondegenerate, so ⟨0|h^PSO|0⟩ is imaginary, and it is also real because the operator is Hermitian. For FC and SD the reason is (19) below. More generally, time reversal changes the sign of p, s and hence of H1, and leaves H0 and H2 alone, so E(−M_K, −M_L) = E(M_K, M_L).

Equation (16) stays finite as η → 0 because K ≠ L. Near nucleus K the first-order equation for a contact source reduces to −½∇²ψ1 ≈ −cδ(r_K), so ψ1 ≈ −c/(2πr_K). An SD source Y_2m/r³ gives ψ1 ∝ Y_2m/r, since ∇²(Y_2m/r) = −6Y_2m/r³. These functions are regular at nucleus L, where the singular operators of L act. The same-nucleus contact term would need ψ1 at r_K = 0 and diverges.

**Which states enter**

With three operators on each nucleus, (16) holds nine products. Spin symmetry removes four. Let S be the total electron spin, S_a|0⟩ = 0, and note that R commutes with S because H0 does.

A spin-free operator commutes with S, so

S² h^PSO|0⟩ = h^PSO S²|0⟩ = 0   (17)

and only singlets overlap with h^PSO|0⟩. The FC and SD operators are sums of terms O_c = Σ_i o(i) s_ic with spatial o. Spins of different electrons commute, so

[S_a, O_b] = Σ_i o(i)[s_ia, s_ib] = iε_abc O_c   (18)

Acting on |0⟩, this reads S_aO_b|0⟩ = iε_abc O_c|0⟩. Applying S_a again and summing, S²O_b|0⟩ = (i)² ε_abc ε_acd O_d|0⟩. Since ε_acd = −ε_adc and ε_abc ε_adc = 2δ_bd,

S² O_b|0⟩ = 2 O_b|0⟩   (19)

The eigenvalue S(S+1) = 2 means S = 1. The state O_b|0⟩ is a pure triplet for any number of electrons, orthogonal to |0⟩ and to all singlets. Because R preserves S, (17) and (19) make the four products of PSO with FC or SD vanish.

The remaining spin products simplify further. Let T_cd = ⟨0|O_c R O′_d|0⟩ for two spatial operators o and o′. The expectation value of [S_a, O_c R O′_d] vanishes because S_a annihilates |0⟩ on both sides. Expanding the commutator with (18) and dropping the factor i,

ε_ace T_ed + ε_adf T_cf = 0   (20)

Take a = z. The choice c = x, d = y gives T_yy − T_xx = 0. The choices (c, d) = (x, z), (y, z), (z, x), (z, y) give T_yz = T_xz = T_zy = T_zx = 0. Taking a = x gives T_yy = T_zz and T_xy = T_yx = 0 in the same way. So T_cd = δ_cd T_zz, and one function of two spatial operators suffices:

τ[o, o′] = −2 Re Σ_{n triplet} ⟨0|O_z|n⟩⟨n|O′_z|0⟩/(E_n − E0)   (21)

O_z conserves the spin projection, so only the M_S = 0 component of each triplet appears.

**The result**

Inserting (8), (9), (12) and (13) into (16), with δ_K = δ(r_K),

K^DSO_ab = ⟨0|h^DSO_ab|0⟩   (22)

K^PSO_ab = −2 Re Σ_{n≠0, singlet} ⟨0|h^PSO_Ka|n⟩⟨n|h^PSO_Lb|0⟩/(E_n − E0)   (23)

K^FC_ab = (8π/3)² α⁴ δ_ab τ[δ_K, δ_L]   (24)

K^SD_ab = α⁴ τ[t^K_ac, t^L_bc]   (25)

K^FC/SD_ab = (8π/3) α⁴ (τ[δ_K, t^L_ab] + τ[t^K_ab, δ_L])   (26)

In (25) the two spin indices have been set equal by δ_cd and summed. In (26) the same δ_cd ties the contact index a to the spin index of t^L_bd, which yields t^L_ba = t^L_ab. The tensor therefore has five parts, not four. But τ is linear in each argument and t_aa = 0, so (26) is symmetric and traceless, and the isotropic coupling has Ramsey's four contributions:

K = tr K/3 = K^DSO + K^PSO + K^FC + K^SD   (27)

All parts are of order α⁴. FC is purely isotropic, FC/SD purely anisotropic, and an antisymmetric part can come only from DSO, PSO and SD.

An anomalous electron moment replaces s·B in (6) by (g_e/2)s·B, which multiplies (24) to (26) by (g_e/2)² = 1.002321 and leaves the orbital terms unchanged.

**Signs of the DSO and FC terms**

The trace of the bracket in (9) is 3r_K·r_L − r_K·r_L, so with the electron density ρ,

K^DSO = (2/3) α⁴ ∫ ρ r_K·r_L/(r_K³ r_L³) d³r   (28)

If c is the midpoint of the nuclei and R their distance, r_K·r_L = |r − c|² − R²/4. Density inside the sphere that has KL as diameter contributes negatively, and density outside positively. For a density spherical about K the integral closes. Let F(r) = −∫_r^∞ ρ(u)u⁻² du, so that ∇F = ρ r_K/r_K³, and use r_L/r_L³ = −∇(1/r_L). Integration by parts leaves no surface term at K, where F ~ 1/r meets an area ~ r², and ∇²(1/r_L) = −4πδ(r_L) gives

∫ ρ r_K·r_L/(r_K³ r_L³) d³r = −4πF(R) = 4π ∫_R^∞ ρ(u) u⁻² du   (29)

A spherical shell about K that does not enclose L contributes nothing. For nuclei on the z axis, the zz bracket of (9) is r_K·r_L − z_Kz_L = x² + y², so K^DSO_∥ is positive, while the xx bracket y² + z_Kz_L is negative near the bond axis between the nuclei.

For two electrons the triplet amplitudes reduce to spatial integrals. Write

O_z = ½[o(1) + o(2)](s_1z + s_2z) + ½[o(1) − o(2)](s_1z − s_2z)   (30)

The first term annihilates a singlet. The operator s_1z − s_2z has eigenvalue +1 on ↑↓ and −1 on ↓↑, so it turns (↑↓ − ↓↑)/√2 into the normalized triplet (↑↓ + ↓↑)/√2. Therefore

⟨n|O_z|0⟩ = ½ ⟨Ψ_n|o(1) − o(2)|Ψ_0⟩   (31)

with Ψ_0 symmetric and Ψ_n antisymmetric under exchange, both real. Let a_K(n) be (31) with o = (8π/3)α²δ_K, so that K^FC = −2Σ a_K a_L/(E_n − E0). In a homonuclear diatomic, inversion exchanges δ_K and δ_L and leaves Ψ_0 unchanged, so a_L = +a_K for gerade and a_L = −a_K for ungerade triplets. Ungerade triplets contribute positively and gerade ones negatively. A positive K lowers the energy of antiparallel moments. The ungerade admixture puts spin density of opposite sign on the two nuclei: by the plus sign in (6) the spin at K turns against M_K, the spin at L then points along M_K, and M_L is favoured against that spin.

**Where the result fails**

The selection rules rest on [H0, S] = 0. With spin-orbit coupling in H0 the eigenstates mix singlet and triplet, and time reversal does not forbid a PSO×FC product, since both operators are odd. In full configuration interaction (CI) for a nonplanar H4 cluster in the STO-3G basis, the largest PSO×FC element is zero to rounding error for spin-free H0, and becomes 6.2×10⁻³ α⁴ a.u. when the model term 0.2 Σ_K l_K·s/r_K³ is added. The physical prefactor is of order α² times the nuclear charge, far below 0.2 for hydrogen, so there the cross term is a correction of higher order in α². For heavy nuclei neither this nor the other omitted relativistic terms are small, and (22) to (27) lose their basis. For a ground state with total spin S > 0 the condition S_a|0⟩ = 0 fails, the spin operators act in first order as hyperfine couplings, and (19) does not hold. When a triplet approaches the ground state, as in H2 stretched toward dissociation, the denominators in (21) shrink, and the expansion fails once the gap is comparable with the matrix elements of H1.

**Worked example: HD**

Take R = 1.4 bohr and full CI in an uncontracted Gaussian basis on each atom, with s exponents 0.1×3.5^k for k = 0 to 7 (the tightest is 643.4 bohr⁻²) and p exponents 0.4 and 1.4. The 28 orbitals give 28×29/2 = 406 symmetric and 28×27/2 = 378 antisymmetric spatial functions, the singlets and the triplets. The spin arguments hold exactly in this finite space, where discrete states stand in for the continuum. The total ground-state energy is −1.171503 hartree, and the lowest triplet and lowest excited singlet lie 0.39134 and 0.49416 hartree higher in this basis. It has no diffuse functions, and a larger basis that includes an s exponent near 0.03 lowers these gaps to 0.390 and 0.468 hartree. With fixed nuclei K is the same for H2 and HD. In units of α⁴ a.u., as K_⊥, K_∥ and K = (2K_⊥ + K_∥)/3:

DSO: −0.3391, 0.5538, −0.0414
PSO: 0.1601, 0.0000, 0.1067
FC: 5.7731, 5.7731, 5.7731
SD: 0.0401, 0.0777, 0.0526
FC/SD: 1.7297, −3.4594, 0.0000

The FC/SD trace is 2×1.7297 − 3.4594 = 0, as (26) requires. The isotropic sum is −0.0414 + 0.1067 + 5.7731 + 0.0526 = 5.8910.

The atomic unit of magnetic moment is E_h/B_au, so that of K is B_au²/E_h, and one α⁴ a.u. equals 3.593580×10¹⁹ T²/J. Thus K = 5.89104 × 3.593580×10¹⁹ = 2.1170×10²⁰ T²/J. With γ_H = 2.675222×10⁸ and γ_D = 4.106629×10⁷ rad s⁻¹ T⁻¹, (4) gives 6.62627 Hz per α⁴ a.u.; the likeness to the digits of Planck's constant is accidental. The contributions to J(HD) are −0.275 Hz (DSO), 0.707 Hz (PSO), 38.254 Hz (FC) and 0.349 Hz (SD), and

J(HD) = 5.89104 × 6.62627 Hz = 39.036 Hz   (32)

FC supplies 38.254/39.036 = 98 % of it. The anomalous moment adds 0.002321 × (38.254 + 0.349) = 0.0896 Hz and gives 39.125 Hz.

The lowest triplet has contact amplitudes −0.94820 and +0.94820 α² a.u. They are nonzero and opposite, which identifies the state as ungerade. Its term is 2 × 0.94820²/0.39134 = 4.5949 α⁴ a.u., or 79.6 % of FC, so the other triplets together add a further 1.178. The share belongs to this basis and falls to about 74 % in larger ones. The remainder is a small difference of large sums: here all gerade triplets give −90.4 and all ungerade ones +96.2 α⁴ a.u. Both sums grow with the tightest s exponent, because their magnitudes add up to the divergent same-nucleus contact term.

The anisotropy is K_∥ − K_⊥ = 2.94519 − 7.36397 = −4.41878, or −29.28 Hz. The FC/SD part, −3.4594 − 1.7297 = −5.1891, exceeds the total in magnitude and is offset mainly by DSO, 0.5538 + 0.3391 = 0.8929. The term that is absent from (27) dominates the anisotropy here. The DSO components are large compared with their average, which is small because 2×(−0.3391) and 0.5538 have opposite signs and leave only −0.124 to be divided by three.

K^PSO_∥ is below 5×10⁻⁵ in magnitude in this basis, and about −1.5×10⁻⁴ with more p and d functions. It is small but not forced to zero by symmetry. The operator is Σ_i l_z(i)/r_iK³. It annihilates a configuration of σ orbitals, so the term is exactly zero for a σ_g² determinant. In full CI it acts on the ππ components of Ψ_0 and, being odd under reflection in a plane through the axis, reaches ¹Σ⁻ states, so the term is quadratic in the π coefficients. The perpendicular components change the axial angular momentum by one unit and reach ¹Π states directly from σ_g².

The digits in (32) describe this basis, not the molecule. With 6, 8 and 10 s functions per atom the FC term is 33.713, 38.254 and 39.606 Hz, so the 8s value lies 1.352 Hz, or 3.4 %, below the 10s value, which is itself not converged. The increments 4.541 and 1.352 Hz have the ratio 3.4, close to 3.5, the square root of the factor 3.5² by which the tightest exponent grows per step. As a conjecture, this reflects Gaussians rounding off the nuclear cusp over a length proportional to the inverse square root of the tightest exponent. A geometric tail of ratio 3.5 would add 1.352/2.5 ≈ 0.5 Hz and place the s-saturated FC term near 40 Hz. Only the s set was varied here. The two p exponents were kept fixed and no d functions were used, so the digits of DSO, PSO, SD and FC/SD belong to this basis. In a 12s6p3d set (s exponents 0.1×3.5^k for k = −1 to 10, p exponents 0.1×3^k for k = 0 to 5, d exponents 0.5, 1.6 and 5.0) DSO, PSO and SD move to −0.31, 0.83 and 0.44 Hz, J to 40.8 Hz and the anisotropy to −30.4 Hz. The measured value of roughly 43 Hz also contains the average over vibration, which a fixed R omits.

The derivation was tested by a route that uses neither (10) to (14) nor spin adaptation. The operator ½[(σ·p)(σ·A) + (σ·A)(σ·p)] was integrated on a grid from A alone. It matches the analytic PSO + FC + SD matrices to 1.4×10⁻⁵, measured as the deviation divided by one plus the magnitude of the element. With A_K·A_L added, the lowest eigenvalue E(s, t) among all determinants was found for scaled moments α²M of size s and t. Time reversal removes odd orders, so [E(s, s) − E(s, −s)]/2s² equals K/α⁴ up to O(s²), a term that Richardson extrapolation cancels. This gives K_⊥ = 7.36397 and K_∥ = 2.94519, equal to the sums above in all printed digits. For a scalene H3⁺ in the cc-pVDZ basis all nine elements agree within 3.2×10⁻⁸ α⁴ a.u., including the unequal pair K_xy = −0.83083 and K_yx = −0.65795, which is sensitive to the index order in (9). Both routes evaluate DSO on the same grid, so this comparison tests its algebra, and the grid is tested separately against (29). Equations (17) and (19), the isotropy of FC and the zero trace of FC/SD were tested on the four electrons of H4. The program and its output follow.

Calculated quantities

```
contact weight by quadrature = 8.37758041 (8pi/3 = 8.37758041)
H4 max|PSO x FC|: spin-free H0 1.5e-17, with 0.2*sum_K l_K.s/r^3 added 6.180e-03 alpha^4 au
H3+ K_xy, K_yx sums = -0.83083, -0.65795; finite diff = -0.83083, -0.65795 alpha^4 au
H3+ max tensor deviation = 3.2e-08 alpha^4 au; operator grid error = 2.6e-07
R = 1.4 bohr; orbitals 28; singlets 406; triplets 378; tightest s 643.4 bohr^-2
E0 (full CI, total) = -1.171503 hartree; operator grid error = 1.4e-05
alpha^4 = 2.835707e-09; 1 alpha^4 au of K = 3.593580e+19 T^2/J
gamma_H = 2.675222e+08, gamma_D = 4.106629e+07 rad/(s T); J(HD) per alpha^4 au = 6.62627 Hz
DSO   K_perp  -0.3391  K_par   0.5538  K_iso  -0.0414 alpha^4 au;  J  -0.275 Hz
PSO   K_perp   0.1601  K_par  -0.0000  K_iso   0.1067 alpha^4 au;  J   0.707 Hz
FC    K_perp   5.7731  K_par   5.7731  K_iso   5.7731 alpha^4 au;  J  38.254 Hz
SD    K_perp   0.0401  K_par   0.0777  K_iso   0.0526 alpha^4 au;  J   0.349 Hz
FC/SD K_perp   1.7297  K_par  -3.4594  K_iso   0.0000 alpha^4 au;  J   0.000 Hz
total K_perp 7.36397  K_par 2.94519  K_iso 5.89104 alpha^4 au
finite diff K_perp 7.36397  K_par 2.94519 alpha^4 au
K_iso = 2.1170e+20 T^2/J; J(HD) = 39.036 Hz; J_par - J_perp = -29.280 Hz
(g_e/2)^2 = 1.002321; J(HD) with g_e = 39.125 Hz
lowest triplet: dE = 0.39134 hartree; FC amplitudes -0.94820, 0.94820 alpha^2 au
its FC term = 4.5949 alpha^4 au = 79.6 % of FC
lowest excited singlet: dE = 0.49416 hartree
J_FC(HD) with 6s2p = 33.713 Hz
J_FC(HD) with 8s2p = 38.254 Hz
J_FC(HD) with 10s2p = 39.606 Hz
```
